**Averaged mass matrix of linear finite elements: stencil, error order and loss of the bound**

For spacing $h$ and wave number $k$, with $\theta=kh$, the mean of the consistent and lumped mass matrices has the stencil $h(1,10,1)/12$ and a leading relative energy error of $-\theta^4/240$ for a free particle on a uniform mesh. The program integrates the element matrices symbolically, expands the energy for a general mixture, and asserts that equal weights alone cancel the $\theta^2$ term. It diagonalizes a 10 bohr box with 10, 20 and 40 elements and asserts that every consistent level lies above the exact one and every averaged level below it. With 10 elements the ground-state error is +11.08 meV for the consistent matrix and −0.055 meV for the averaged one. Halving $h$ divides these errors by about 4 and 16. On two oppositely graded meshes the program asserts that an $h^2$ error survives, with opposite signs and the predicted size. For a harmonic oscillator it asserts the leading shifts of four treatments, and the output shows that the potential term must be averaged along with the mass to reach an error of order $h^4$.

## Check in Python

```python
"""
Result under test: for linear finite elements on a uniform mesh, the mean of
the consistent and lumped mass matrices has stencil h*(1,10,1)/12. For a free
particle it removes the h^2 energy error, leaves -theta^4/240 (relative), and
puts every box level below the exact one, so the upper bound is lost.
Symbols: h spacing, k wave number, theta = k*h, K stiffness matrix,
Mc / Ml / Ma consistent / lumped / averaged mass, E energy (hartree),
L box length (bohr). The Hamiltonian is -1/2 d^2/dx^2 + V.
Also tested: graded meshes and a harmonic potential, where conditions matter.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(3)


def assemble(x, potential=lambda y: 0.0 * y):
    """Matrices by quadrature of hat functions; end nodes removed last."""
    size = len(x)
    K, Mc, W = (np.zeros((size, size)) for _ in range(3))
    for e in range(size - 1):
        he = x[e + 1] - x[e]
        t = 0.5 * (1 + GAUSS_X)
        weights = 0.5 * he * GAUSS_W
        shape = np.array([1 - t, t])
        slope = np.array([-1.0, 1.0]) / he
        block = slice(e, e + 2)
        K[block, block] += he * np.outer(slope, slope)
        Mc[block, block] += (shape * weights) @ shape.T
        W[block, block] += (shape * weights * potential(x[e] + he * t)) @ shape.T
    Ml = np.diag(Mc.sum(axis=1))
    cut = slice(1, -1)
    return K[cut, cut], Mc[cut, cut], Ml[cut, cut], W[cut, cut]


def levels(A, M):
    return eigh(A, M, eigvals_only=True)


# Element matrices by exact symbolic integration
s, hs = sp.symbols("s h", positive=True)
hats = [1 - s / hs, s / hs]
elem_c = sp.Matrix(2, 2, lambda i, j: sp.integrate(hats[i] * hats[j], (s, 0, hs)))
elem_l = sp.diag(*[sum(elem_c[i, :]) for i in range(2)])
elem_a = ((elem_c + elem_l) / 2).applyfunc(sp.simplify)
assert elem_a == hs / 12 * sp.Matrix([[5, 1], [1, 5]])

# Small-theta series of the relative energy for a general mixture weight w
th, w = sp.symbols("theta w")
symbol_c = (2 + sp.cos(th)) / 3
mix = (1 - w) * symbol_c + w


def series_coefficients(mass_symbol):
    numerator = sp.series(2 * (1 - sp.cos(th)), th, 0, 10).removeO() / th**2
    inverse = sp.series(1 / mass_symbol, th, 0, 8).removeO()
    product = sp.expand(sp.expand(numerator) * inverse)
    return [sp.simplify(product.coeff(th, p)) for p in (0, 2, 4)]


coef_mix = series_coefficients(mix)
assert sp.simplify(coef_mix[1] - (1 - 2 * w) / 12) == 0
best_w = sp.solve(coef_mix[1], w)
assert best_w == [sp.Rational(1, 2)]
coef = {name: [c.subs(w, val) for c in coef_mix]
        for name, val in (("consistent", 0), ("lumped", 1),
                          ("averaged", sp.Rational(1, 2)))}
assert coef["averaged"] == [1, 0, -sp.Rational(1, 240)]

# Positivity of the function that decides the sign of the averaged error
f_sym = th**2 * (5 + sp.cos(th)) - 12 * (1 - sp.cos(th))
f_series = sp.expand(sp.series(f_sym, th, 0, 10).removeO())
assert sp.expand(f_series - th**6 / 40 + 11 * th**8 / 10080) == 0
grid = np.linspace(0.1, np.pi, 400)
f_grid = grid**2 * (5 + np.cos(grid)) - 12 * (1 - np.cos(grid))
assert np.all(f_grid > grid**6 / 40 - 11 * grid**8 / 10080)
assert np.all(grid**6 / 40 - 11 * grid**8 / 10080 > 0)

# Box: diagonalization against the closed dispersion formulas and exact levels
L = 10.0
box = {}
for N in (10, 20, 40):
    h = L / N
    K, Mc, Ml, _ = assemble(np.linspace(0, L, N + 1))
    Ma = 0.5 * (Mc + Ml)
    assert np.allclose(Ml - Mc, h**2 / 6 * K, atol=1e-13)
    n = np.arange(1, N)
    theta = n * np.pi / N
    exact = 0.5 * (n * np.pi / L)**2
    found = [levels(K / 2, M) for M in (Mc, Ml, Ma)]
    symbols = [(2 + np.cos(theta)) / 3, np.ones(N - 1), (5 + np.cos(theta)) / 6]
    for E, m in zip(found, symbols):
        assert np.allclose(E, (1 - np.cos(theta)) / (h**2 * m), rtol=1e-10)
    assert np.all(found[0] > exact)
    assert np.all(found[2] < exact)
    box[N] = (exact, found)
    if N == 10:
        stencil = 12 * Ma[4, 3:6] / h
        assert np.allclose(stencil, [1, 10, 1])
        K10, Ma10 = K, Ma

print("averaged stencil times 12/h:", np.round(stencil, 10))
for name, c in coef.items():
    print(f"{name}: theta^2 coeff {c[1]}, theta^4 coeff {c[2]}")
print("mixture weight that cancels theta^2:", best_w[0])
print(f"box length {L:.1f} bohr, 10 elements, h = {L/10:.1f} bohr")
exact, found = box[10]
for q in (1, 2, 5, 9):
    print(f"n={q} energies (hartree): exact {exact[q-1]:.7f}, "
          f"consistent {found[0][q-1]:.7f},")
    print(f"    lumped {found[1][q-1]:.7f}, averaged {found[2][q-1]:.7f}")
    rel = [100 * (E[q-1] / exact[q-1] - 1) for E in found]
    print(f"    errors (%): {rel[0]:+.5f}, {rel[1]:+.5f}, {rel[2]:+.5f}")
theta1 = np.pi / 10
print(f"n=1 theta = {theta1:.6f} rad")
print(f"n=1 leading estimates (%): theta^2/12 {100*theta1**2/12:.5f}, "
      f"-theta^4/240 {-100*theta1**4/240:.5f}")
print("n=1 errors (meV): " + ", ".join(
    f"{name} {1000*HARTREE_EV*(E[0]-exact[0]):+.4f}"
    for name, E in zip(coef, found)))

# Convergence on halving the spacing
err = {N: [E[0] - box[N][0][0] for E in box[N][1]] for N in box}
for N in box:
    print(f"N={N} n=1 errors (hartree): consistent {err[N][0]:+.4e}, "
          f"averaged {err[N][2]:+.4e}")
for a, b in ((10, 20), (20, 40)):
    ratios = [err[a][i] / err[b][i] for i in range(3)]
    assert np.allclose(ratios, [4, 4, 16], rtol=0.02)
    print(f"error ratio N={a} to {b}: consistent {ratios[0]:.3f}, "
          f"lumped {ratios[1]:.3f}, averaged {ratios[2]:.3f}")

# One trial function, two denominators: the true norm and the averaged norm
nodes = np.linspace(0, L, 11)
values = np.sin(np.pi * nodes / L)
true_norm = sum(
    0.5 * (b - a) * GAUSS_W @ np.interp(0.5 * (a + b) + 0.5 * (b - a) * GAUSS_X,
                                       nodes, values)**2
    for a, b in zip(nodes[:-1], nodes[1:]))
kinetic = 0.5 * np.sum(np.diff(values)**2 / np.diff(nodes))
avg_norm = values[1:-1] @ Ma10 @ values[1:-1]
assert kinetic / true_norm > exact[0] > kinetic / avg_norm
assert np.isclose(avg_norm - true_norm, (L / 10)**2 / 6 * kinetic)
print(f"trial sine, kinetic numerator {kinetic:.7f} hartree bohr")
print(f"true norm {true_norm:.7f} bohr, averaged norm {avg_norm:.7f} bohr")
print(f"quotients (hartree): true {kinetic/true_norm:.7f}, "
      f"averaged {kinetic/avg_norm:.7f}")

# Graded meshes: an h^2 error survives and can have either sign
lam = (np.pi / L)**2
for grading in (0.3, -0.3):
    errors = []
    for N in (40, 80):
        u = np.linspace(0, 1, N + 1)
        x = L * (u + grading * np.sin(2 * np.pi * u) / (2 * np.pi))
        K, Mc, Ml, _ = assemble(x)
        errors.append(levels(K / 2, 0.5 * (Mc + Ml))[0] - lam / 2)
        primitive = -(lam / np.pi) * np.sin(2 * np.pi * x / L)
        predicted = lam / 24 * np.sum(np.diff(x)**2 * np.diff(primitive))
    assert np.isclose(errors[1], predicted, rtol=0.02)
    assert np.isclose(errors[0] / errors[1], 4, rtol=0.03)
    assert errors[1] * grading < 0
    print(f"graded mesh a={grading:+.1f}, N=80: error {errors[1]:+.4e}, "
          f"predicted {predicted:+.4e} hartree")
    print(f"    error ratio N=40 to 80: {errors[0]/errors[1]:.3f}")

# Harmonic oscillator V = x^2/2, exact ground energy 1/2
N = 320
x = np.linspace(-8, 8, N + 1)
h = x[1] - x[0]
K, Mc, Ml, W = assemble(x, lambda y: 0.5 * y**2)
Ma = 0.5 * (Mc + Ml)
V = np.diag(0.5 * x[1:-1]**2)
H_numerov = np.linalg.solve(Ma, K / 2) + V
assert np.allclose(H_numerov, H_numerov.T, atol=1e-9)
shifts = {
    "consistent": (levels(K / 2 + W, Mc)[0] - 0.5, h**2 / 32),
    "lumped": (levels(K / 2 + Ml @ V, Ml)[0] - 0.5, -h**2 / 32),
    "mass averaged only": (levels(K / 2 + W, Ma)[0] - 0.5, h**2 / 96),
    "mass and potential averaged":
        (np.linalg.eigvalsh(H_numerov)[0] - 0.5, -h**4 / 256),
}
print(f"oscillator on [-8, 8] bohr, h = {h:.3f} bohr, errors in hartree:")
for name, (value, predicted) in shifts.items():
    assert np.isclose(value, predicted, rtol=0.02, atol=0)
    print(f"    {name}: {value:+.4e}, predicted {predicted:+.4e}")

print("checks complete")
```

Running it gives:

```
averaged stencil times 12/h: [ 1. 10.  1.]
consistent: theta^2 coeff 1/12, theta^4 coeff 1/360
lumped: theta^2 coeff -1/12, theta^4 coeff 1/360
averaged: theta^2 coeff 0, theta^4 coeff -1/240
mixture weight that cancels theta^2: 1/2
box length 10.0 bohr, 10 elements, h = 1.0 bohr
n=1 energies (hartree): exact 0.0493480, consistent 0.0497552,
    lumped 0.0489435, averaged 0.0493460
    errors (%): +0.82515, -0.81977, -0.00407
n=2 energies (hartree): exact 0.1973921, consistent 0.2039678,
    lumped 0.1909830, averaged 0.1972620
    errors (%): +3.33129, -3.24688, -0.06593
n=5 energies (hartree): exact 1.2337006, consistent 1.5000000,
    lumped 1.0000000, averaged 1.2000000
    errors (%): +21.58542, -18.94305, -2.73166
n=9 energies (hartree): exact 3.9971898, consistent 5.5800619,
    lumped 1.9510565, averaged 2.8912083
    errors (%): +39.59962, -51.18929, -27.66898
n=1 theta = 0.314159 rad
n=1 leading estimates (%): theta^2/12 0.82247, -theta^4/240 -0.00406
n=1 errors (meV): consistent +11.0803, lumped -11.0080, averaged -0.0547
N=10 n=1 errors (hartree): consistent +4.0719e-04, averaged -2.0107e-06
N=20 n=1 errors (hartree): consistent +1.0155e-04, averaged -1.2530e-07
N=40 n=1 errors (hartree): consistent +2.5372e-05, averaged -7.8257e-09
error ratio N=10 to 20: consistent 4.010, lumped 3.990, averaged 16.047
error ratio N=20 to 40: consistent 4.002, lumped 3.998, averaged 16.012
trial sine, kinetic numerator 0.2447174 hartree bohr
true norm 4.9184275 bohr, averaged norm 4.9592138 bohr
quotients (hartree): true 0.0497552, averaged 0.0493460
graded mesh a=+0.3, N=80: error -3.7618e-06, predicted -3.7604e-06 hartree
    error ratio N=40 to 80: 3.998
graded mesh a=-0.3, N=80: error +3.7611e-06, predicted +3.7604e-06 hartree
    error ratio N=40 to 80: 3.996
oscillator on [-8, 8] bohr, h = 0.050 bohr, errors in hartree:
    consistent: +7.8121e-05, predicted +7.8125e-05
    lumped: -7.8137e-05, predicted -7.8125e-05
    mass averaged only: +2.6033e-05, predicted +2.6042e-05
    mass and potential averaged: -2.4423e-08, predicted -2.4414e-08
checks complete
```
